# Why the Hohenberg–Kohn Proof Fails for the Density and Physical Current

**Referee comment on a manuscript claiming a Hohenberg–Kohn theorem for the density and the physical current**

The manuscript claims that the density $\rho$ and the physical current $\mathbf j$ of a nondegenerate ground state determine the scalar potential up to a constant and the vector potential up to a gauge transformation, and that the proof is the Hohenberg–Kohn argument of current-density functional theory with $\mathbf j$ written in place of the paramagnetic current $\mathbf j_p$. One step of that proof is wrong, the error cannot be removed by a choice of gauge, and the claim as stated has a counterexample. I recommend rejection.

**1. Conventions and the argument under review**

Hartree atomic units are used, the electron has charge $-1$, and there is no Zeeman term. For $N$ electrons with a fixed interaction $W$,

$$H(v,\mathbf A)=\sum_i \tfrac12(\mathbf p_i+\mathbf A(\mathbf r_i))^2+\sum_i v(\mathbf r_i)+W,\qquad \mathbf p=-i\nabla .$$

Currents are particle currents. For a normalized state $\psi$, $\rho$ is $N|\psi|^2$ and $\mathbf j_p$ is $N\,\mathrm{Re}(\psi^*\mathbf p_1\psi)$, each integrated over all coordinates but $\mathbf r_1$. Both depend on $\psi$ alone. The physical current is the same expression with the velocity $\mathbf p+\mathbf A$,

$$\mathbf j[\psi,\mathbf A]=\mathbf j_p[\psi]+\rho[\psi]\,\mathbf A ,$$

and it has two arguments.

Expand $(\mathbf p+\mathbf A)^2=\mathbf p^2+\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p+A^2$. Since $\mathbf p$ is Hermitian, $\langle\psi|\mathbf p\cdot\mathbf A|\psi\rangle$ is the complex conjugate of $\langle\psi|\mathbf A\cdot\mathbf p|\psi\rangle$, so half their sum is the real part, which summed over electrons is $\int\mathbf j_p\cdot\mathbf A$. With $T=\sum_i\mathbf p_i^2/2$,

$$\langle\psi|H|\psi\rangle=\langle T+W\rangle_\psi+\int\mathbf j_p\cdot\mathbf A+\int\rho\,u,\qquad u=v+\tfrac12A^2. \tag{1}$$

Substituting $\mathbf j_p=\mathbf j[\psi,\mathbf A]-\rho\mathbf A$ turns $+\tfrac12A^2$ into $\tfrac12A^2-A^2$:

$$\langle\psi|H|\psi\rangle=\langle T+W\rangle_\psi+\int\mathbf j[\psi,\mathbf A]\cdot\mathbf A+\int\rho\,(v-\tfrac12A^2). \tag{2}$$

The manuscript takes two systems $(v,\mathbf A)$ and $(v',\mathbf A')$ with nondegenerate ground states $\psi,\psi'$, energies $E,E'$, and the same $\rho$ and $\mathbf j$. Define $\mathbf a=\mathbf A'-\mathbf A$ and

$$\Delta=\langle\psi|H'|\psi\rangle-E',\qquad \Delta'=\langle\psi'|H|\psi'\rangle-E .$$

If $\psi'$ is not a constant multiple of $\psi$, the variational principle makes both strictly positive. The manuscript then writes, from the form of (2),

$$\langle\psi|H'|\psi\rangle\overset{?}{=}\langle T+W\rangle_\psi+\int\mathbf j\cdot\mathbf A'+\int\rho\,(v'-\tfrac12A'^2), \tag{M}$$

with $\mathbf j$ the common current. Subtracting (2) for $E$ gives $E+\int\mathbf j\cdot\mathbf a+\int\rho\,[v'-v-\tfrac12(A'^2-A^2)]$. The mirror expression is $E'$ plus the same terms with opposite signs, so the manuscript finds $\Delta+\Delta'=0$ and declares a contradiction.

Two properties cited in support are correct. The Hellmann–Feynman theorem applied to (1) at fixed $v$ gives $\delta E=\int(\mathbf j_p+\rho\mathbf A)\cdot\delta\mathbf A=\int\mathbf j\cdot\delta\mathbf A$. And $\mathbf j$ is conserved: for real single-valued $\chi$ and $X=\sum_i\chi(\mathbf r_i)$, an eigenstate has $\langle[H,X]\rangle=0$, while $[\tfrac12\boldsymbol\pi^2,\chi]=-\tfrac i2(\boldsymbol\pi\cdot\nabla\chi+\nabla\chi\cdot\boldsymbol\pi)$ with $\boldsymbol\pi=\mathbf p+\mathbf A$, so

$$\int\mathbf j\cdot\nabla\chi=0. \tag{3}$$

Neither property justifies (M).

**2. The valid proof with $\mathbf j_p$**

Apply (1) to $\psi$ with $H'$ and with $H$, and subtract; $\langle T+W\rangle_\psi$ cancels, and $\rho,\mathbf j_p$ are unchanged because they belong to $\psi$:

$$\langle\psi|H'|\psi\rangle=E+\int\mathbf j_p\cdot\mathbf a+\int\rho\,(u'-u),\qquad \langle\psi'|H|\psi'\rangle=E'-\int\mathbf j_p'\cdot\mathbf a-\int\rho'(u'-u).$$

Adding,

$$\Delta+\Delta'=\int(\rho-\rho')(u'-u)+\int(\mathbf j_p-\mathbf j_p')\cdot\mathbf a. \tag{4}$$

Equal $(\rho,\mathbf j_p)$ makes the right side zero, so $\psi'=\psi$ up to a constant phase. This fixes the state; item 6 notes that it does not fix the potentials.

**3. The faulty step**

Equation (2) holds for any state, provided that the current in it is evaluated with the vector potential of the Hamiltonian on the left. For $\langle\psi|H'|\psi\rangle$ that current is

$$\mathbf j[\psi,\mathbf A']=\mathbf j_p+\rho\mathbf A'=\mathbf j+\rho\,\mathbf a ,$$

whereas (M) uses $\mathbf j[\psi,\mathbf A]=\mathbf j$. The trial state keeps its $\mathbf j_p$ when it is placed in the second Hamiltonian and changes its physical current. The term missing from (M) is $\int\rho\,\mathbf a\cdot\mathbf A'$. In the mirror expression the correct current is $\mathbf j[\psi',\mathbf A]=\mathbf j'-\rho'\mathbf a$, and the missing term is $-\int\rho'\,\mathbf a\cdot\mathbf A$. For $\rho'=\rho$ the two add to $\int\rho\,\mathbf a\cdot(\mathbf A'-\mathbf A)=\int\rho|\mathbf a|^2$.

The correct expression in terms of $\mathbf j$ follows from item 2. There $u'-u=v'-v+\mathbf A\cdot\mathbf a+\tfrac12|\mathbf a|^2$, because $A'^2=A^2+2\mathbf A\cdot\mathbf a+|\mathbf a|^2$, and $\mathbf j_p\cdot\mathbf a+\rho\mathbf A\cdot\mathbf a=\mathbf j\cdot\mathbf a$. Hence

$$\langle\psi|H'|\psi\rangle=E+\int\rho\,(v'-v)+\int\mathbf j\cdot\mathbf a+\tfrac12\int\rho|\mathbf a|^2. \tag{5}$$

Exchanging the systems reverses the signs of $v'-v$ and $\mathbf a$ and leaves $|\mathbf a|^2$ as it is, so

$$\Delta+\Delta'=\int(\rho-\rho')(v'-v)+\int(\mathbf j-\mathbf j')\cdot\mathbf a+\tfrac12\int(\rho+\rho')|\mathbf a|^2. \tag{6}$$

Under the manuscript's hypothesis the first two terms vanish and the variational principle yields

$$0<\Delta+\Delta'=\int\rho\,|\mathbf A'-\mathbf A|^2, \tag{7}$$

which is true whenever $\mathbf A'\ne\mathbf A$ where there are electrons. No contradiction arises. Equation (4) says the same: equal $(\rho,\mathbf j)$ forces $\mathbf j_p-\mathbf j_p'=\rho\,\mathbf a$, and $\int\rho\,\mathbf a\cdot\mathbf a$ results.

The numerical check tests (4), (6), both missing terms, the derivative $\delta E/\delta\mathbf A=\mathbf j$ and the conservation of $\mathbf j$ on two interacting spinless electrons on a ring of radius $R=2$ bohr, with angle $x$, interaction $0.2\cos(x_1-x_2)$ Ha, $v=0.3\cos2x+0.1\sin x$, $A=0.15+0.1\cos x$, $v'=0.2\cos x-0.25\cos2x$ and $A'=0.05-0.15\sin2x$. Exact diagonalization gives $\Delta+\Delta'=0.600191+0.682164=1.282355$ Ha. Real-space integration of the densities gives $1.233100$ Ha for the first two terms of (6) and $0.049255$ Ha for the third, with the same sum. The terms missing from (M) and its mirror are $0.009692$ Ha and $0.044129$ Ha.

**4. The manuscript's argument proves something false**

Take $v'=v$ and $\mathbf A'=\mathbf A+\nabla\chi$ with $\chi$ not constant. From $\mathbf p\,e^{-i\chi}f=e^{-i\chi}(\mathbf p-\nabla\chi)f$ it follows that $(\mathbf p+\mathbf A')e^{-i\chi}f=e^{-i\chi}(\mathbf p+\mathbf A)f$, so $\psi'=e^{-iX}\psi$ and $E'=E$. Then $\rho'=\rho$, $\mathbf j_p'=\mathbf j_p-\rho\nabla\chi$, and $\mathbf j'=\mathbf j_p'+\rho\mathbf A'=\mathbf j$. The hypothesis is met by two different wave functions, which the manuscript's contradiction would forbid. The correct value follows from (5) and (3): $\Delta=\tfrac12\int\rho|\nabla\chi|^2$. For the first interacting system above with $\chi=0.5\sin x+0.2\cos2x$, separate diagonalizations give equal $E$, $\rho$ and $j$, an overlap $|\langle\psi'|\psi\rangle|=0.9832$, and $\Delta=0.030234$ Ha in agreement with the formula.

**5. Gauge fixing does not repair the step**

One might exclude such pairs, or improve the trial states by a phase. Assume equal $(\rho,\mathbf j)$ and use $e^{iX}\psi$ in $H'$. By the identity of item 4 with $\chi\to-\chi$, its energy is $\langle\psi|H(v',\mathbf A'+\nabla\chi)|\psi\rangle$, which is (5) with $\mathbf a\to\mathbf a+\nabla\chi$. Likewise $e^{-iX}\psi'$ in $H$ has energy $\langle\psi'|H(v,\mathbf A-\nabla\chi)|\psi'\rangle$, whose vector potential differs from $\mathbf A'$ by $-(\mathbf a+\nabla\chi)$. The linear terms cancel in the sum, leaving

$$\Delta_\chi+\Delta'_\chi=\int\rho\,|\mathbf a+\nabla\chi|^2\ \ge\ D\equiv\inf_\chi\int\rho\,|\mathbf a+\nabla\chi|^2. \tag{8}$$

Suppose $\nabla\times\mathbf a=\mathbf B'-\mathbf B$ is continuous and nonzero at a point near which $\rho\ge\rho_0>0$. Fill a small tube there with coaxial circles of length at most $\ell$, each enclosing a flux of $\nabla\times\mathbf a$ at least $f>0$. On each circle $\oint(\mathbf a+\nabla\chi)\cdot d\mathbf l\ge f$ for every smooth $\chi$, and the Cauchy–Schwarz inequality gives $\oint|\mathbf a+\nabla\chi|^2dl\ge f^2/\ell$. Integrating over the cross-section $\sigma$ of the tube gives the bound $D\ge\rho_0\sigma f^2/\ell>0$. The right side of (8) is therefore positive whenever the magnetic fields differ in this way, a case the theorem has to exclude; item 8 shows that it can also be positive when only an enclosed flux differs.

**6. The missing property is concavity**

By (1), $\langle H\rangle_\psi$ is affine in the pair $(u,\mathbf A)$ for each $\psi$. The ground-state energy is the minimum over $\psi$ of affine functions, hence concave in $(u,\mathbf A)$, with derivatives $(\rho,\mathbf j_p)$; positivity of (4) is the monotonicity of those derivatives. The derivatives with respect to $(v,\mathbf A)$ are $(\rho,\mathbf j)$, but at fixed $v$ each $\langle H\rangle_\psi$ contains the convex term $\tfrac12\int\rho A^2$, and a minimum of convex functions need not be concave. The manuscript's variable $w=v-\tfrac12A^2$ is no better: $u=w+A^2$, so the derivative at fixed $w$ is $\mathbf j_p+2\rho\mathbf A$, which is not $\mathbf j$.

Concavity in $(v,\mathbf A)$ would make the first two terms of (6) nonnegative by themselves. They are positive in the example of item 3, but not in general. Take one electron in the plane with $v=\tfrac12\omega^2r^2$ and $\mathbf A=\tfrac B2(-y,x)$, the Fock–Darwin dot. Expanding the square gives $H=\tfrac12p^2+\tfrac B2L_z+\tfrac12\Omega^2r^2$ with $\Omega^2=\omega^2+B^2/4$. In terms of circular quanta, $L_z=n_+-n_-$ and the levels are $\Omega+n_+(\Omega+B/2)+n_-(\Omega-B/2)$. Since $\Omega>|B|/2$, the ground state is the real Gaussian $\sqrt{\Omega/\pi}\,e^{-\Omega r^2/2}$ with $E=\Omega$, $\mathbf j_p=0$, $\langle p^2/2\rangle=\Omega/2$ and $\langle r^2\rangle=1/\Omega$. From $d\Omega/dB=B/4\Omega$,

$$\frac{d^2E}{dB^2}=\frac1{4\Omega}-\frac{B^2}{16\Omega^3}=\frac{4\Omega^2-B^2}{16\Omega^3}=\frac{\omega^2}{4\Omega^3}>0,$$

so the energy is convex in $B$, which is diamagnetism. For fields $B,B'$ at the same $\omega$, $\Delta=\Omega/2+\Omega'^2/2\Omega-\Omega'=(\Omega-\Omega')^2/2\Omega$, and $\Delta'=(\Omega-\Omega')^2/2\Omega'$. With $\mathbf j=\rho\mathbf A$, $\mathbf A\cdot\mathbf a=B(B'-B)r^2/4$ and $|\mathbf a|^2=(B'-B)^2r^2/4$,

$$\int(\mathbf j-\mathbf j')\cdot\mathbf a=\frac{B'-B}4\Big(\frac B\Omega-\frac{B'}{\Omega'}\Big),\qquad \tfrac12\int(\rho+\rho')|\mathbf a|^2=\frac{(B'-B)^2}8\Big(\frac1\Omega+\frac1{\Omega'}\Big).$$

The first is negative because $B/\Omega=4\,dE/dB$ increases with $B$. For the model values $\omega=1$, $B=1$, $B'=2$: $\Omega=1.118034$, $\Omega'=1.414214$, the first term is $\tfrac14(1/1.118034-2/1.414214)=-0.129947$ Ha, the second is $\tfrac18(1/1.118034+1/1.414214)=0.200192$ Ha, and their sum $0.070245$ Ha equals $\Delta+\Delta'$ from diagonalization in a Cartesian oscillator basis. The same model shows the limit of item 2: all pairs $(\omega,B)$ with the same $\Omega$ share one ground state, so $(\rho,\mathbf j_p)$ does not fix the potentials.

**7. One electron**

For $N=1$ and $\rho>0$ everywhere the claim is true, by an argument that uses no variational inequality. Write $\psi=\sqrt\rho\,e^{i\vartheta}$; then $\mathbf j_p=\rho\nabla\vartheta$ and $\mathbf j/\rho=\nabla\vartheta+\mathbf A$. Two systems with equal $(\rho,\mathbf j)$ have $\mathbf a=\nabla(\vartheta-\vartheta')$ with $e^{i(\vartheta-\vartheta')}$ single-valued, which is a gauge transformation. With $\mathbf w=\mathbf j/\rho$, $(\mathbf p+\mathbf A)^2\psi=e^{i\vartheta}(-i\nabla+\mathbf w)^2\sqrt\rho$, whose real part after removal of the phase is $-\nabla^2\sqrt\rho+w^2\sqrt\rho$. The Schrödinger equation then gives $v=E+\nabla^2\sqrt\rho/(2\sqrt\rho)-w^2/2$, which fixes $v$ up to a constant. On a ring, $\oint(j/\rho)\,ds=\oint A\,ds$ modulo $2\pi$; for the first potentials of item 3 the program finds $0.300000$ for this integral over $2\pi$, equal to the flux in quanta, $\oint A\,ds/2\pi$. For several occupied orbitals $\mathbf j_p/\rho$ is a density-weighted mean of several phase gradients and the argument stops.

**8. A counterexample with two electrons**

Consider two noninteracting ($W=0$) electrons of the same spin on a ring of radius $R$, arc length $s$, circumference $L=2\pi R$, with periodic wave functions. In items 8 and 9 "ground state" and "nondegenerate" refer to the sector with both spins up, which is equivalent to spinless fermions; item 10 removes this restriction. A gauge factor $e^{i\chi}$ must be single-valued, so it changes $\oint A\,ds$ only by a multiple of $2\pi$.

System 1 has $A=0$ and a real $v$ whose levels obey $\varepsilon_0<\varepsilon_1<\varepsilon_2$. The determinant of the two lowest orbitals is the nondegenerate ground state. The one-electron Hamiltonian is real, so a nondegenerate orbital is proportional to its conjugate and can be taken real, and $j=j_p=0$. The lowest orbital has no zero: $|\phi_0|$ has the same energy as $\phi_0$, so it too is a minimizer and a differentiable solution; at a zero this requires $\phi_0'=0$ as well, and a solution of a second-order linear equation with vanishing value and slope is identically zero. Hence $\rho=\phi_0^2+\phi_1^2>0$.

System 2 has the constant $A'=1/2R$, so $\oint A'ds=\pi$, half a flux quantum, which is not gauge-equivalent to zero. Writing a periodic orbital as $e^{-iA's}f$ gives $(p+A')e^{-iA's}f=e^{-iA's}pf$, so $f$ feels $h'=-\tfrac12\partial_s^2+v'$ and obeys $f(s+L)=e^{iA'L}f(s)=-f(s)$. Its physical current is $\mathrm{Re}(f^*pf)$. In what follows primes on $\eta$, $\theta$, $f$, $g$, $\chi$ are derivatives in $s$. Let $\eta=\sqrt\rho$ and define

$$\theta'=\frac c\rho,\qquad c=\frac{\pi}{\oint ds/\rho},\qquad v'=\varepsilon+\frac{\eta''}{2\eta}-\frac{\theta'^2}2,$$

where the constant $\varepsilon$ sets the zero of $v'$. The choice of $c$ makes $\theta$ advance by $\pi$ around the ring, so $f_\pm=\eta\,e^{\pm i\theta}/\sqrt2$ are antiperiodic. Differentiating, $(\eta e^{\pm i\theta})''=[\eta''-\eta\theta'^2\pm i(2\eta'\theta'+\eta\theta'')]e^{\pm i\theta}$. The imaginary part equals $\pm(\eta^2\theta')'/\eta$, which is zero as $\eta^2\theta'=c$, and the real part gives $h'f_\pm=\varepsilon f_\pm$.

These are the two lowest levels. Any antiperiodic $f$ can be written $f=\eta g$ with $g$ antiperiodic. Then $|f'|^2=\eta'^2|g|^2+\eta\eta'(|g|^2)'+\eta^2|g'|^2$ and $(v'-\varepsilon)|f|^2=\tfrac12(\eta\eta''-\eta^2\theta'^2)|g|^2$. Integrating by parts, with no boundary term because $|g|^2$ is periodic, $\oint\eta\eta'(|g|^2)'=-\oint(\eta'^2+\eta\eta'')|g|^2$, which cancels the $\eta'^2$ and $\eta\eta''$ terms:

$$\langle f|h'-\varepsilon|f\rangle=\tfrac12\oint\eta^2\big(|g'|^2-\theta'^2|g|^2\big)ds .$$

Since $\theta'>0$, $\theta$ is a coordinate over an interval of length $\pi$. With $g'=\theta' g_\theta$, $ds=d\theta/\theta'$ and $\eta^2\theta'=c$, the form becomes $\tfrac c2\int_0^\pi(|g_\theta|^2-|g|^2)\,d\theta$. An antiperiodic function on this interval has the expansion $g=\sum_n g_ne^{i(2n+1)\theta}$, whose terms are orthogonal with norm squared $\pi$, so

$$\langle f|h'-\varepsilon|f\rangle=\frac{c\pi}2\sum_n\big[(2n+1)^2-1\big]|g_n|^2\ \ge0,$$

with equality only when $n=0$ and $n=-1$ alone contribute, the span of $f_\pm$. The spectrum on a ring is discrete, so the third level lies strictly above $\varepsilon$ and the determinant of $f_+$ and $f_-$ is the nondegenerate ground state, with $E'=2\varepsilon$. Each $f_\pm$ is normalized because $\oint\rho\,ds=2$, but two states of the same level need not be orthogonal. Their overlap is $S=\langle f_-|f_+\rangle=\oint(\rho/2)e^{2i\theta}ds$. The density of the determinant is $\sum_{ij}f_i(G^{-1})_{ij}f_j^*$ with the overlap matrix $G_{ij}=\langle f_i|f_j\rangle$, which gives $\rho\,[1-\mathrm{Re}(S^*e^{2i\theta})]/(1-|S|^2)$. Since $2\theta$ runs through a full $2\pi$, this equals $|f_+|^2+|f_-|^2=\rho$ everywhere only if the integral $S$ vanishes.

That integral is not zero for an arbitrary positive $\rho$, so the construction needs one more condition. It holds when $\rho$ has period $L/2$. Then $\theta'$ has period $L/2$, so $\theta(s+L/2)=\theta(s)+\pi/2$, the factor $e^{2i\theta}$ changes sign under the half-turn while $\rho$ does not, and the integral equals its own negative. A potential $v$ of period $L/2$ supplies this: the half-turn commutes with the Hamiltonian of system 1 and squares to one, so each nondegenerate orbital goes into plus or minus itself and $\rho$ is invariant. Under this condition $\rho'=\rho/2+\rho/2=\rho$, the orbital currents $\pm(\rho/2)\theta'=\pm c/2$ cancel, and $j'=0=j$, while $j_p'=j'-\rho A'=-\rho A'$.

Two gauge-inequivalent systems thus share $(\rho,j)$, and (7) is realized as $\Delta+\Delta'=NA'^2=N/4R^2$. For the optimal phase, $\oint(A'+\chi')ds=\pi+2\pi n$ has modulus at least $\pi$, and Cauchy–Schwarz gives $\pi^2\le\oint\rho(A'+\chi')^2ds\,\oint ds/\rho$, with equality for $A'+\chi'=c/\rho$. Hence $D=\pi^2/\oint\rho^{-1}ds=c\pi$. The same inequality in the form $L^2\le N\oint ds/\rho$ shows $D\le N/4R^2$, with equality only for a uniform density.

**9. Numbers for the counterexample**

Take $R=2$ bohr and $v=V\cos(2s/R)$ with $V=0.25$ Ha, which has period $L/2$. With $x=s/R$ the orbital equation is $\phi_{xx}+(2R^2\varepsilon_k-2R^2V\cos2x)\phi=0$, the Mathieu equation with $q=VR^2=1$, and the plane-wave levels are tested against its characteristic values. They are $\varepsilon_0=-0.056892$, $\varepsilon_1=-0.013781$, $\varepsilon_2=0.232389$ Ha, so $E=\varepsilon_0+\varepsilon_1=-0.070673$ Ha, with a gap of $0.246$ Ha above the occupied pair. The density runs from $0.02357$ to $0.35406$ bohr$^{-1}$, $\oint ds/\rho=174.777$ bohr$^2$, and $c=\pi/174.777=0.017975$ bohr$^{-2}$.

With $v'$ given zero mean, $v'(0)=0.3560$ Ha and $v'(L/4)=-0.2760$ Ha, against $v=+0.25$ and $-0.25$ Ha; the differences $0.106$ and $-0.026$ Ha show that $v'-v$ is not constant. Diagonalizing system 2 at $A'=0.25$ gives a double level at $\varepsilon=-0.057844$ Ha and the next at $0.321801$ Ha, so $E'=-0.115688$ Ha. Its density and physical current are tested equal to those of system 1 within $10^{-8}$ in absolute value, and the largest $|j_p'|$ is $0.354057\times0.25=0.088514$. The overlap of the two ground states is $0.911$.

Equation (5) with $j=0$, $\int\rho(v'-v)=-0.039926$ Ha and $\tfrac12NA'^2=0.0625$ Ha gives

$$\Delta=-0.070673+0.115688-0.039926+0.0625=0.067589\ \text{Ha},$$
$$\Delta'=-0.115688+0.070673+0.039926+0.0625=0.057411\ \text{Ha},$$

the values also obtained directly from the Hamiltonian matrices. Their sum is $0.125$ Ha $=3.40$ eV $=N/4R^2$, and the optimal phase lowers it to $D=\pi\times0.017975=0.05647$ Ha $=1.54$ eV. Expression (M) omits $\int\rho A'a=0.125$ Ha and assigns $\Delta=0.067589-0.125=-0.057411$ Ha, a trial energy below the exact ground-state energy of $H'$. It equals $-\Delta'$ because the mirror term $-\int\rho Aa$ vanishes for $A=0$ and the faulty sum is zero.

**10. What may and may not be concluded**

The counterexample uses a strictly one-dimensional ring, no interaction, parallel spins and a density of period $L/2$. With no Zeeman term and the spin left free, the two-electron states above are not nondegenerate ground states: in system 1 the singlet with both electrons in $\phi_0$ lies lower, at $2\varepsilon_0\approx-0.1138$ Ha, and in system 2 two electrons in the four spin orbitals of the level $\varepsilon$ give a sixfold degenerate state. The restriction disappears for four electrons. Filling $\phi_0,\phi_1$ twice in system 1 and $f_\pm$ twice in system 2 gives closed shells that are nondegenerate ground states in the full spin space, with the same $v$, $v'$ and $A'$, the common density $2\rho$, and $j=0$ in both. The two systems differ by an Aharonov–Bohm flux, with no magnetic field on the ring itself. It needs $V\neq0$, since at $V=0$ the levels $\varepsilon_1$ and $\varepsilon_2$ coincide and system 1 is degenerate. It has no one-electron version: $j=0$ with $\rho>0$ would give $\oint(j/\rho)\,ds=0$, which by item 7 is incompatible with $\oint A'ds=\pi$. It also does not carry over to two noninteracting electrons of opposite spin in one nodeless orbital, to which item 7 applies with $\rho/2$ per electron. Whether $(\rho,\mathbf j)$ determines $(v,\mathbf B)$ for $N\ge2$ electrons on a simply connected region with $\rho>0$ is decided neither by the manuscript nor by this comment; items 3 to 6 show that a proof, if one exists, cannot come from adding these two variational inequalities, and item 8 shows that it must use an assumption, such as simple connectivity of the region, that the ring violates.

## Table of computed values

```
# interacting ring pair, W = g cos((s1-s2)/R), x = s/R
v=0.3cos2x+0.1sinx, A=0.15+0.1cosx (a.u.)
v'=0.2cosx-0.25cos2x, A'=0.05-0.15sin2x (a.u.)
R = 2.000000 bohr
g = 0.200000 Ha
E = -0.277203 Ha
E' = -0.222848 Ha
d1 = 0.600191 Ha
d2 = 0.682164 Ha
terms linear in rho-rho', j-j' = 1.233100 Ha
(1/2)int(rho+rho')a^2 = 0.049255 Ha
dropped term in d1 = 0.009692 Ha
dropped term in d2 = 0.044129 Ha
gauge pair chi=0.5sinx+0.2cos2x: d1 = 0.030234 Ha
gauge pair |overlap| = 0.983249
# Fock-Darwin dot
omega = 1.000000 Ha
B = 1.000000 a.u.
B' = 2.000000 a.u.
E=Omega = 1.118034 Ha
E'=Omega' = 1.414214 Ha
d1+d2 = 0.070245 Ha
int(j-j')a = -0.129947 Ha
(1/2)int(rho+rho')a^2 = 0.200192 Ha
N=1 ring (v,A above): int(j/rho)/2pi = 0.300000
flux = 0.300000 quanta
# ring counterexample, N = 2, v = V cos(2s/R), flux 0 and 1/2
V = 0.250000 Ha
Mathieu q = 1.000000
A' = 0.250000 a.u.
eps0 = -0.056892 Ha
eps1 = -0.013781 Ha
eps2 = 0.232389 Ha
rho min = 0.023570 1/bohr
rho max = 0.354057 1/bohr
int ds/rho = 174.777152 bohr^2
c = 0.017975 1/bohr^2
v'(0) = 0.355975 Ha
v'(L/4) = -0.276032 Ha
v' min = -0.276032 Ha
v' max = 0.355975 Ha
eps (double level) = -0.057844 Ha
next level of h' = 0.321801 Ha
E = -0.070673 Ha
E' = -0.115688 Ha
int rho(v'-v) = -0.039926 Ha
max|rho-rho'| = 4.6e-14 1/bohr
max|j'| = 3.9e-14 a.u.
max|jp'| = 0.088514 a.u.
|<psi|psi'>| = 0.910972
d1 = 0.067589 Ha
d2 = 0.057411 Ha
faulty d1 = -0.057411 Ha
d1+d2 = 0.125000 Ha
d1+d2 = 3.401423 eV
best-gauge D = 0.056470 Ha
best-gauge D = 1.536617 eV
```
